# Current conservation in the self-consistent Born iteration for a vibrating tunnel site

**A case that can be seen through**

A single level sits between two leads. The bias is so large that every relevant state of the left lead is filled and every relevant state of the right lead is empty. Electrons enter from the left at the rate \(\Gamma_L(1-\bar n)/\hbar\) and leave to the right at the rate \(\Gamma_R\bar n/\hbar\), where \(\bar n\) is the mean occupation and the widths \(\Gamma_L,\Gamma_R\) do not depend on energy. In a steady state the two rates agree, so

\[
\bar n=\frac{\Gamma_L}{\Gamma},\qquad I=\frac{e}{\hbar}\frac{\Gamma_L\Gamma_R}{\Gamma},\qquad \Gamma=\Gamma_L+\Gamma_R .
\]

A vibration of the site cannot change this: it shifts electrons in energy but neither creates nor destroys them. An approximation that keeps the total spectral weight of the level at one but returns any other \(\bar n\) predicts different currents at the two contacts. The first step of a Born iteration generally does so; its fixed point does not.

**Model and conventions**

The electrons are spinless, so currents are for one spin species. The site and its vibration have the Hamiltonian

\[
H=\varepsilon\, d^\dagger d+w\,a^\dagger a+\lambda x\left(d^\dagger d-\tfrac12\right),\qquad x=a+a^\dagger,\quad w=\hbar\Omega .
\]

The coordinate is measured from its rest point at half filling. For the isolated site, completing the square gives the relaxation energy \(-(\lambda^2/w)(n_d-\frac12)^2\), equal for \(n_d=0\) and 1. Hence \(\varepsilon\) is the dressed level energy.

Lead \(\alpha\) has Fermi function \(f_\alpha\). The mean number \(N\) of quanta is held fixed. Write \(G^<(E)=i\,n(E)\) and \(G^>(E)=-i\,p(E)\): \(n\) is the filled and \(p\) the empty part of the spectrum, with \(\bar n=\int n\,dE/2\pi\).

**Born self-energy**

The equation of motion of \(d\) contains the source \(\eta=\lambda x d\). Its mean-field part is a level shift \(\lambda\langle x\rangle\). The steady state of \(i\hbar\dot a=wa+\lambda(d^\dagger d-\frac12)\) gives \(\langle a\rangle=-(\lambda/w)(\bar n-\frac12)\), and therefore the Hartree shift

\[
\Sigma_H=-\frac{2\lambda^2}{w}\left(\bar n-\tfrac12\right).
\]

The fluctuating part gives \(\Sigma^>(t)=-i\langle\eta(t)\eta^\dagger(0)\rangle\). The Born approximation factorizes this average into \(\lambda^2\langle x(t)x(0)\rangle G^>(t)\), with

\[
\langle x(t)x(0)\rangle=(N+1)e^{-i\Omega t}+Ne^{i\Omega t}.
\]

In the transform with \(e^{iEt/\hbar}\), a factor \(e^{\mp i\Omega t}\) moves the argument to \(E\mp w\). For \(\Sigma^<\) the order of the two coordinates is reversed, and so are the signs. With \(\Sigma^<=is_{\rm in}\) and \(\Sigma^>=-is_{\rm out}\),

\[
\begin{aligned}
s_{\rm in}(E)&=\lambda^2[(N+1)n(E+w)+N\,n(E-w)],\\
s_{\rm out}(E)&=\lambda^2[(N+1)p(E-w)+N\,p(E+w)].
\end{aligned}
\]

An electron reaches \(E\) from above by emission or from below by absorption. The retarded part is causal, \(\Sigma^r(t)=\theta(t)[\Sigma^>(t)-\Sigma^<(t)]\), so with \(\gamma=s_{\rm in}+s_{\rm out}\)

\[
\Sigma^r(E)=\Sigma_H+\mathcal P\!\!\int\frac{dE'}{2\pi}\frac{\gamma(E')}{E-E'}-\frac{i}{2}\gamma(E).
\]

**One step of the iteration**

The leads supply \(g_{\rm in}=\sum_\alpha\Gamma_\alpha f_\alpha\) and \(g_{\rm out}=\sum_\alpha\Gamma_\alpha(1-f_\alpha)\). Start from \(G_0=1/(E-\varepsilon+i\Gamma/2)\), for which \(s_{\rm in}=s_{\rm out}=0\). Step \(k\) builds all vibrational terms from iterate \(k-1\) and sets

\[
G_k=\frac{1}{E-\varepsilon+i\Gamma/2-\Sigma^r_{k-1}},\quad
n_k=|G_k|^2(g_{\rm in}+s_{\rm in}),\quad
p_k=|G_k|^2(g_{\rm out}+s_{\rm out}).
\]

The last two are the Keldysh relation \(G^\lessgtr=G^r\Sigma^\lessgtr_{\rm tot}G^a\). Both densities stay non-negative, and \(n_k+p_k=-2\,{\rm Im}\,G_k\).

```
n, p = bare spectra
repeat
    s_in, s_out = shifted copies of n, p
    width = s_in + s_out
    sigma = Hartree(n, p) + Hilbert(width) - 0.5i*width
    G     = 1/(E - eps + 0.5i*Gamma - sigma)
    n_new = |G|^2 * (g_in  + s_in)
    p_new = |G|^2 * (g_out + s_out)
    change = max(|n_new - n|, |p_new - p|)
    n, p  = n + mix*(n_new - n), p + mix*(p_new - p)
until change < tolerance
return n_new, p_new
```

On a uniform grid the principal value can be taken from points an odd number of steps away. Their spacing is \(2h\), which gives \(\sum_{j-l\ \rm odd}2\gamma_l/(j-l)\) for the integral, before division by \(2\pi\). This is a convolution, so a step on \(M\) points costs of order \(M\log M\) operations with fast Fourier transforms; the shifts cost of order \(M\).

**Where the mismatch comes from**

The occupation changes by gain minus loss, \(\hbar\,d\bar n/dt=\int(dE/2\pi)(\Sigma^<G^>-\Sigma^>G^<)\), and each reservoir adds its own term. The current entering from lead \(\alpha\) is therefore

\[
I_\alpha=\frac{e}{h}\int dE\,\Gamma_\alpha[f_\alpha p-(1-f_\alpha)n].
\]

Since \(d^\dagger d\) commutes with the vibrational coupling, the exact steady state has \(I_L+I_R=0\). For iterate \(k\), the update rule gives at every energy

\[
(g_{\rm in}+s_{\rm in})p_k-(g_{\rm out}+s_{\rm out})n_k=0,
\]

because both products equal \(|G_k|^2(g_{\rm in}+s_{\rm in})(g_{\rm out}+s_{\rm out})\). Moving the vibrational terms to the right,

\[
I_L+I_R=\frac eh\int dE\,(g_{\rm in}p_k-g_{\rm out}n_k)=\frac eh\int dE\,(s_{\rm out}n_k-s_{\rm in}p_k).
\]

Let primes mark iterate \(k-1\), from which \(s_{\rm in}\) and \(s_{\rm out}\) were built. Insert the Born rules and replace \(E\) by \(E+w\) in the terms that contain \(p'(E-w)\) and \(n'(E-w)\):

\[
\begin{aligned}
I_L+I_R=\frac{e\lambda^2}{h}\int dE\,\{&(N+1)[p'(E)n_k(E+w)-n'(E+w)p_k(E)]\\
&+N[p'(E+w)n_k(E)-n'(E)p_k(E+w)]\}.
\end{aligned}
\]

If the primed and unprimed spectra agree, each bracket vanishes. The fixed point thus conserves current for any \(N\), coupling and bias at which it exists. In a truncated iteration, the electrons scattered out of one energy are counted with one spectrum and those scattered into the other energy with another.

**Order of the mismatch**

One step gives \(G_1-G_0=O(\lambda^2)\). If successive spectra differ by \(O(\lambda^{2k})\), the next self-energies differ by \(\lambda^2\) times that, so the next difference is \(O(\lambda^{2k+2})\). The mismatch is linear in the primed spectra, vanishes when they equal the new ones, and carries its own factor \(\lambda^2\). For \(k\ge1\) it is therefore \(O(\lambda^{2k+2})\): fourth order after one step, sixth after two.

A strict expansion of the current to order \(\lambda^2\) conserves it, because at that order both sets of spectra in the mismatch formula are the bare ones. From \(G\simeq G_0+G_0\Sigma^rG_0\), the spectrum it uses is

\[
n=n_0[1+2\,{\rm Re}(G_0\Sigma^r)]+|G_0|^2s_{\rm in},
\]

and likewise for \(p\). Its weakness is positivity. At \(E=\varepsilon\), where \(G_0=-2i/\Gamma\), one has \(2\,{\rm Re}(G_0\Sigma^r)=-2\gamma/\Gamma\). Since \(n_0+p_0=|G_0|^2\Gamma\), the sum becomes \(n+p=|G_0|^2(\Gamma-\gamma)\), which is negative once \(\gamma>\Gamma\).

**Cases in which a truncation conserves**

At zero bias with thermal \(N\), \((N+1)/N=e^{w/k_BT}\). If \(n'/p'=f/(1-f)\), this ratio makes \(s_{\rm in}/s_{\rm out}=f/(1-f)\) as well. Every iterate keeps the thermal ratio, and each contact current is zero.

For \(\varepsilon=0\), \(\Gamma_L=\Gamma_R\) and chemical potentials \(\pm eV/2\), one has \(f_L(-E)=1-f_R(E)\). The bare spectra obey \(n(-E)=p(E)\). The Born rules then give \(s_{\rm in}(-E)=s_{\rm out}(E)\), the Hartree shift vanishes and \(|G|^2\) stays even, so every step preserves the relation. Replacing \(E\) by \(-E\) in \(I_L\) turns it into \(-I_R\).

The opening case shows what breaks the balance. There \(n_0=(\Gamma_L/\Gamma)A_0\) and \(p_0=(\Gamma_R/\Gamma)A_0\), with \(A_0=-2\,{\rm Im}\,G_0\). With \(g_{\rm in}=\Gamma_L\) and \(g_{\rm out}=\Gamma_R\), the first step has \(s_{\rm out}n_1-s_{\rm in}p_1=|G_1|^2(\Gamma_Ls_{\rm out}-\Gamma_Rs_{\rm in})\). In the bracket, the terms proportional to \(N\) cancel, leaving

\[
I_L+I_R=\frac eh\,\frac{\Gamma_L\Gamma_R}{\Gamma}\lambda^2\int dE\,|G_1(E)|^2[A_0(E-w)-A_0(E+w)].
\]

The square bracket is odd about \(\varepsilon\). The integral vanishes if \(|G_1|^2\) is even about \(\varepsilon\), as it is for equal widths; unequal widths generally make it uneven.

**Worked example**

Take \(\varepsilon=0.15\) eV, \(\Gamma_L=0.16\) eV, \(\Gamma_R=0.04\) eV, \(w=0.16\) eV, \(\lambda=0.08\) eV, a bias of 0.6 V split evenly, and 300 K. Then \(k_BT=0.02585\) eV and the thermal \(N\) is 0.0021. The grid has a step of 0.004 eV and runs to \(\pm8\) eV. Full steps (mix = 1) give:

| \(k\) | \(I_L\) (µA) | \(-I_R\) (µA) | mismatch / converged current |
|---|---|---|---|
| 0 | 5.701 | 5.701 | 0 |
| 1 | 5.664 | 5.612 | 0.92 % |
| 2 | 5.611 | 5.627 | −0.29 % |
| 3 | 5.626 | 5.625 | 0.03 % |
| 17 | 5.625 | 5.625 | rounding error |

The iteration stopped when no spectral value changed by more than \(10^{-11}\) eV\(^{-1}\). The first-step mismatch is 0.052 µA. Divided by \(e\), this is \(3.2\times10^{11}\) electrons per second, enough to fill an empty site in about 3 ps, although the state is supposed to be steady.

Row 0 conserves current perfectly and is 1.4 % above the converged value, so equal contact currents do not establish accuracy. The strict second-order expansion gives 5.621 µA at both contacts, closer to the converged current here than either contact current of the first step.

With all else fixed, the first-step mismatch relative to the converged current is 0.10 % at 0.1 V, 0.45 % at 0.2 V, 0.73 % at 0.4 V and 0.66 % at 0.8 V. At unlimited bias the first step gives 7.756 µA on the left and 7.798 µA on the right when the spectra are integrated over all energies, a mismatch of the opposite sign. (Leaving out the spectral tails beyond 8 eV lowers both values almost equally, by about 0.8 %; continuity requires \(2\pi\times38.74\times0.032=7.79\) µA, with \(e^2/h=38.74\) µA/V.) The mismatch therefore passes through zero at some bias above 0.8 V, and balance at a single bias does not show that the iteration has converged.

Repeating the 0.6 V calculation with \(\lambda=0.004\) and 0.008 eV gives the order directly. The base-2 logarithm of the ratio of mismatches is 3.996 after one step and 5.994 after two, against the predicted 4 and 6.

**Stability and failure modes**

With \(G^r\) frozen at the solution, the update of \(n\) is linear. Let \(T\) denote its vibrational part, \(Tn=|G|^2s_{\rm in}[n]\). At the solution \(Tn=qn\), with \(q(E)=s_{\rm in}/(g_{\rm in}+s_{\rm in})\). On a finite grid at nonzero temperature \(g_{\rm in}>0\), so the largest \(q\) is below one. An error bounded by \(c\,n(E)\) is then bounded by \(q_{\max}c\,n(E)\) after a step, because \(T\) has no negative elements. The same holds for \(p\). This bound can be weak where \(g_{\rm in}\) is tiny, and it does not cover the feedback through \(G^r\). If full steps oscillate, a smaller mix may help and leaves the fixed point unchanged.

The Hartree term can produce several solutions. As a map of the level shift onto itself it has slope \((2\lambda^2/w)|\partial\bar n/\partial\varepsilon|\). For the bare level, \(|\partial\bar n/\partial\varepsilon|\) is at most the peak of \(A_0/2\pi\), which is \(2/(\pi\Gamma)\). Here the bare-level slope is at most \(0.08\times3.18=0.25\). A slope above one would make this map run away from that solution, but the slope that counts is that of the dressed level, and the bare value is not a criterion for the full Born iteration. For a symmetric site at zero bias (\(\varepsilon=0\), \(\Gamma_L=\Gamma_R=0.1\) eV, the same \(w\) and temperature), \(\lambda=0.2\) eV has a bare slope of 1.4, yet full and empty starts both converge to \(\bar n=\frac12\); at \(\lambda=0.25\) eV they give 0.69 and 0.31. Several solutions found in this way are a mean-field result and do not by themselves establish a switching device.

Two implementation faults behave differently:

- The upward and downward shifts must be transposes of each other on the grid; otherwise the pairs do not cancel even at the fixed point. Making \(w\) a whole number of grid steps, with zeros beyond the edges, ensures this.
- A wrong Hilbert transform leaves the current balance intact, since the cancellation needs only a common \(|G|^2\). The spectral weight \(\int(n+p)\,dE/2\pi=1\) is the complementary control. In the example it is 1.000000 after adding the tail \(\Gamma/(\pi\times8\ {\rm eV})\).

**Beside a real junction**

The parameters are round values chosen for illustration, not fitted to a particular molecule or contact. At large bias the current scales with the widths, so much weaker contacts carry far less. Neglected effects can change the current by more than the 0.9 % mismatch, as the first two estimates show; the third concerns a spectral weight, not the current:

- **Charging.** A bare sphere of radius 0.5 nm has \(e^2/(4\pi\epsilon_0r)=2.9\) eV; nearby electrodes reduce this. If double occupation is barred at large bias, the sequential rates give \(2\Gamma_L\Gamma_R/(2\Gamma_L+\Gamma_R)\) instead of \(2\Gamma_L\Gamma_R/\Gamma\) for two spins. The current falls to \(0.20/0.36=0.56\) of the independent-spin value. This factor is the large-bias limit; at 0.6 V the left chemical potential lies only 0.15 eV above the level, less than \(\Gamma\), and \(\Gamma\approx8k_BT\), so for the example it indicates the size of the effect, not its value. This is the largest correction estimated here.
- **Heating.** The emission and absorption coefficients are \(R_e=(\lambda^2/h)\int n(E+w)p(E)\,dE\) and \(R_a=(\lambda^2/h)\int n(E)p(E+w)\,dE\). With an assumed lifetime \(\tau=1\) ps for other losses, the steady number is \(N=(R_e+N_{\rm th}/\tau)/(R_a-R_e+1/\tau)\), where \(N_{\rm th}\) is the thermal value. Solved together with the Born iteration, this gives \(N=0.50\) and lowers the current by 4.0 %, to 5.40 µA.
- **Vertex corrections.** These are lost in the factorization. For an isolated, empty, cold site, the exact weight of the line without quanta is \(e^{-(\lambda/w)^2}=0.779\). The self-consistent Born equation \(G(E)=1/[E-\lambda^2G(E-w)]\), with energy and coordinate measured from the empty site, gives 0.823 from the residue of its lowest pole. That is 6 % too high, and self-consistency does not remove this error.
